# Corner subtraction and mode count in rectangular short-channel Laplace solvers

## One corner

Let two electrodes meet at a right angle. The horizontal one, $y=0$, is at potential 0, and the vertical one, $x=0$, is at potential $J$. The quarter plane $x,y>0$ between them holds no charge. This problem has no length scale, so we look for a potential that depends on the polar angle alone:

$$\phi=J\,\Theta,\qquad \Theta=\frac{2}{\pi}\arctan\frac{y}{x}.$$

It is 0 on the horizontal electrode and $J$ on the vertical one. With $r^2=x^2+y^2$, the first derivatives of $\arctan(y/x)$ are $-y/r^2$ and $x/r^2$. The second derivatives are $2xy/r^4$ and $-2xy/r^4$, whose sum is zero, so Laplace's equation holds. The field has magnitude

$$|\nabla\phi|=\frac{2|J|}{\pi r}.$$

The potential stays finite at the corner, but its limit depends on the direction of approach, and the field diverges. A sine series reproduces such a jump badly, whereas one arctangent contains it. This is the reason for the setting discussed here: a modal Laplace solver for a transistor channel may offer a *corner treatment* and a *number of modes* $N$ per side.

## The rectangle and its raw series

The channel cross-section is $0<x<L$, $0<y<H$. The bottom gate, top gate, source face and drain face have constant potentials $V_b,V_t,V_l,V_r$. The permittivity is uniform and the charge is neglected, as suits an undoped channel below threshold. We seek the bounded solution. Boundedness matters because the data are undefined at the corners. The difference $d$ of two bounded solutions vanishes on the sides except possibly there. With $r_k$ the distance to corner $k$ and $R$ larger than the diagonal, $|d|\le\epsilon\sum_k\ln(R/r_k)$ for every $\epsilon>0$, since the right side is harmonic, positive and infinite at the corners. Letting $\epsilon\to0$ gives $d=0$.

Products $\sin(kx)\sinh(ky)$ are harmonic, because the two second derivatives bring $-k^2$ and $+k^2$. Put $k_n=n\pi/L$ and $q_n=n\pi/H$. The solution with side data expanded in sines is

$$v=\sum_n\sin k_nx\,\frac{b_n\sinh k_n(H-y)+t_n\sinh k_ny}{\sinh k_nH}
+\sum_n\sin q_ny\,\frac{l_n\sinh q_n(L-x)+r_n\sinh q_nx}{\sinh q_nL}.$$

On each side three of the four families vanish and the fourth becomes the sine series of that side's data. For large $n$ the ratios should be evaluated as

$$\frac{\sinh ka}{\sinh kb}=e^{-k(b-a)}\,\frac{1-e^{-2ka}}{1-e^{-2kb}},$$

which cannot overflow for $0\le a\le b$.

Suppose both gates are at $V_g$. Measured from $V_g$, the source and drain have amplitudes $A_s=V_l-V_g$ and $A_d=V_r-V_g$, and both gate families drop out. The source coefficients are

$$l_n=\frac{2}{H}\int_0^HA_s\sin q_ny\,dy=\frac{2A_s}{n\pi}\left[1-(-1)^n\right].$$

They fall as $1/n$. To see the consequence on the source face, put $\theta=\pi y/H$ and keep the first $M$ odd modes:

$$S_M=\frac{4A_s}{\pi}\sum_{m=1}^M\frac{\sin(2m-1)\theta}{2m-1},\qquad
\frac{dS_M}{d\theta}=\frac{4A_s}{\pi}\sum_{m=1}^M\cos(2m-1)\theta=\frac{2A_s}{\pi}\frac{\sin2M\theta}{\sin\theta}.$$

The last step follows from $2\sin\theta\cos(2m-1)\theta=\sin2m\theta-\sin(2m-2)\theta$, whose sum telescopes. The first maximum is at $\theta=\pi/2M$. Integrate up to it with $s=2M\theta$. For large $M$, $\sin\theta\to\theta$, so the peak tends to

$$\frac{2A_s}{\pi}\int_0^\pi\frac{\sin s}{s}\,ds=\frac{2}{\pi}\mathrm{Si}(\pi)A_s=1.179\,A_s.$$

More modes move the peak towards the corner without removing it. This is the Gibbs overshoot, 17.9% of the corner jump.

## What the corner treatment does

Number the corners $(0,0)$, $(L,0)$, $(L,H)$, $(0,H)$ and define each jump as the vertical-side value minus the horizontal-side value:

$$J_1=V_l-V_b,\quad J_2=V_r-V_b,\quad J_3=V_r-V_t,\quad J_4=V_l-V_t.$$

Give each corner its own angle function $\Theta_k=(2/\pi)\arctan(|y-y_k|/|x-x_k|)$. Reflection of an axis does not change Laplace's equation, so each is harmonic. The function $w=\phi-\sum_kJ_k\Theta_k$ has one limit at each corner: the jump in $\phi$ is cancelled by the local $\Theta_k$, and the other three are continuous there.

This is not yet enough. The limits of $w$ are generally not zero, while every sine vanishes at the ends of a side. At the first corner, approached along the bottom, $\Theta_1=\Theta_2=0$, $\Theta_4=1$ and $\Theta_3=(2/\pi)\arctan(H/L)$, so

$$w_1=V_b-J_4-\frac{2}{\pi}J_3\arctan\frac{H}{L}.$$

The bilinear function through the four corner values,

$$B=w_1(1-\xi)(1-\eta)+w_2\,\xi(1-\eta)+w_3\,\xi\eta+w_4(1-\xi)\eta,\qquad \xi=\frac{x}{L},\ \eta=\frac{y}{H},$$

is harmonic, since it is linear in $x$ and in $y$ separately. The full treatment is therefore

$$\phi=\sum_{k=1}^4J_k\Theta_k+B+v,$$

where $v$ has continuous side data that vanish at every corner.

## How fast the remainder converges

Let $g(x)$ be the data of $v$ on the bottom and $k=n\pi/L$. One integration by parts gives

$$b_n=\frac{2}{L}\int_0^Lg\sin kx\,dx=\frac{2}{Lk}\left[g(0)-(-1)^ng(L)\right]+\frac{2}{Lk}\int_0^Lg'\cos kx\,dx.$$

If the bilinear term is omitted, the bracket survives and the coefficients fall as $1/n$, as in the raw series. With it, the bracket is zero. A second integration has no end term, because $\sin kx$ vanishes at both ends, and leaves $-(2/Lk^2)\int g''\sin kx\,dx$. A third gives

$$b_n=\frac{2}{Lk^3}\left[(-1)^ng''(L)-g''(0)\right]-\frac{2}{Lk^3}\int_0^Lg'''\cos kx\,dx.$$

Two further integrations show that the last term is of order $k^{-5}$.

The curvature comes from the far corners. On the bottom, $\Theta_1=\Theta_2=0$ and $B$ is linear. For the fourth corner,

$$\frac{d^2}{dx^2}\,\frac{2}{\pi}\arctan\frac{H}{x}
=\frac{d}{dx}\left[-\frac{2}{\pi}\frac{H}{x^2+H^2}\right]=\frac{4xH}{\pi(x^2+H^2)^2}.$$

This is zero at $x=0$; for the third corner $x$ is replaced by $L-x$. With $D=L^2+H^2$, and since $\Theta_3,\Theta_4$ enter $g$ with minus signs, $g''(L)=-4LHJ_4/(\pi D^2)$ and $g''(0)=-4LHJ_3/(\pi D^2)$. Hence, at leading order,

$$b_n\simeq\frac{8L^3H}{\pi^4D^2}\,\frac{J_3-(-1)^nJ_4}{n^3}.$$

The top has $J_2,J_1$ in place of $J_3,J_4$. On the vertical sides $L$ and $H$ change places in the prefactor, apart from sign, so the longer sides have the larger one.

On a side the error is the missing tail. Since $\sum_{n>N}n^{-3}<1/(2N^2)$, the leading-order estimate for the bottom is

$$|\delta\phi|\lesssim\frac{4L^3H\,(|J_3|+|J_4|)}{\pi^4D^2N^2}.$$

It requires $N\gg L/(\pi H)$. In a long channel, $L\gg H$, the curvature of $g$ is concentrated within a distance of order $H$ from the ends, and lower modes do not resolve it. The condition must be met by a wide margin: for $L=20H$ and $N=32$, five times $L/(\pi H)$, the true error is still more than a hundred times the estimate. For the vertical sides of a tall rectangle the condition is $N\gg H/(\pi L)$.

The truncated answer is itself harmonic, and so is its error, which is continuous up to the boundary. By the maximum principle, the interior error cannot exceed the largest boundary error. The side potentials are known, so the boundary error can be sampled without a reference solution.

For unequal electrodes (bottom 0.1 V, top 0.3 V, source 0.6 V, drain 1.1 V; $L=20$ nm, $H=11$ nm) and $N=40$, the sampled boundary error is 6.3 µV. At eight interior points the largest difference from a raw series of 3000 modes is 0.30 µV. The ratio of computed bottom coefficients to the $n^{-3}$ law is 0.99995 at $n=100$ and at $n=101$.

## A transistor example

Consider a double-gate silicon transistor with a 6 nm film and 2.5 nm of a hafnium-silicate-like insulator on each side. The permittivities, roughly 11.7 and 11, are close enough to try one rectangle of height $H=6+2(2.5)=11$ nm. The channel length is $L=20$ nm and the temperature 300 K. Potentials are measured from the intrinsic level, with the source Fermi level at zero: the gates are at 0.1 V (work function included), the source at 0.6 V and the drain at 1.1 V. Thus $A_s=0.5$ V and $A_d=1.0$ V, and the drain bias is 0.5 V.

**Errors at the electrodes.** The raw series overshoots the source potential by 89.7 mV with $N=32$ and by 89.5 mV with $N=200$, as expected from $0.179\times0.5$ V. With the full treatment the largest boundary error is 0.149, 0.039 and 0.0098 mV for $N=8$, 16 and 32. Each doubling reduces it by nearly four, the $N^{-2}$ law. The estimate above gives 0.02 mV at $N=32$, on the safe side by a factor of two.

Subtracting the jumps alone would be a poor choice here. It leaves corner values

$$w_1=0.1-0.5-1.0\times0.320=-0.720\ \mathrm{V}$$

and $w_2=-1.060$ V. By the Gibbs factor these would cause overshoots of about 0.13 and 0.19 V on the gates, where the gate-referenced raw series has no error at all.

**Field at the source.** At mid-height, $\sin(n\pi/2)$ alternates over odd $n$. Differentiating the raw series term by term at $x=0$ gives

$$E_x=\frac{4A_s}{H}(1-1+1-\cdots)-\frac{4A_d}{H\sinh(\pi L/H)}+\cdots,$$

where $\coth q_nL$ has been set to 1 (the error is about $2\times10^{-5}$) and higher drain modes are dropped. The partial sums jump between two values: the output gives $-0.024$ MV/cm for $N=40$ and 1.794 MV/cm for $N=41$. Their difference is $4A_s/H=0.1818$ V/nm, or 1.818 MV/cm.

Just inside the face each term carries $e^{-q_nx}$, and the alternating sum is $1/[2\cosh(\pi x/H)]$, which tends to $1/2$. The field is therefore $2A_s/H$ minus the small drain term: $0.909-0.024=0.885$ MV/cm. The full treatment gives 0.8851 MV/cm directly. Its differentiated coefficients fall as $n^{-2}$, so the series converges without averaging.

**Centre of the channel.** Here the raw series does better. With three modes per side its error at the centre is $-0.00024$ mV, against $-0.0087$ mV with the full treatment. The cause is the decay of the omitted modes. The gate-referenced raw series has source and drain modes alone, which reach the centre reduced by about $e^{-n\pi L/2H}$. The full treatment also has gate modes, reduced by about $e^{-n\pi H/2L}$.

In both cases $n=4$ vanishes at the centre and $n=5$ is the first omitted term. The raw one is $(4/5\pi)(A_s+A_d)e^{-14.3}\approx2.4\times10^{-7}$ V. For the two gates together, the coefficient law gives $2\times3.2\times10^{-4}\times e^{-4.32}\approx8.5\times10^{-6}$ V. These account for both errors, including their sign, since a positive term is missing. Both are far below any physical uncertainty of the model.

## The barrier

Electrons cross the channel most easily at the saddle: a minimum of $\phi$ along $x$ and a maximum along $y$. For equal gates, keep the lowest raw mode on the centre line and replace the sinh ratios by exponentials, which needs $e^{-\pi L/H}\ll1$:

$$\phi\simeq V_g+\frac{4}{\pi}\left[A_se^{-\pi x/H}+A_de^{-\pi(L-x)/H}\right].$$

Setting the derivative to zero makes the two terms equal. Their product does not depend on $x$, so each equals $\sqrt{A_sA_d}\,e^{-\pi L/2H}$ at the saddle, and

$$x_{\min}\simeq\frac{L}{2}-\frac{H}{2\pi}\ln\frac{A_d}{A_s},\qquad
\phi_{\min}\simeq V_g+\frac{8}{\pi}\sqrt{A_sA_d}\,e^{-\pi L/2H}.$$

This assumes positive amplitudes and a saddle well inside the channel. The numbers are $x_{\min}=8.79$ nm and $\phi_{\min}=0.1+2.546\times0.707\times e^{-2.856}=0.2035$ V. The full solution gives 8.77 nm and 0.2030 V, hence a barrier of $0.6-0.203=0.397$ eV.

At fixed gate potential, lowering the drain bias from 0.5 to 0.05 V lowers the saddle potential to 0.1764 V. Drain-induced barrier lowering is thus $(203.0-176.4)/0.45\approx59$ mV/V. Differentiating the one-mode formula with respect to $V_g$, which reduces both amplitudes, gives the gate coupling

$$\frac{d\phi_{\min}}{dV_g}\simeq1-\frac{\phi_{\min}-V_g}{2}\left(\frac1{A_s}+\frac1{A_d}\right)=1-0.1035\times1.5=0.845.$$

If the current follows $e^{\phi_{\min}/V_T}$ with $V_T=25.85$ mV, the subthreshold swing is $2.303\times25.85/0.845\approx70$ mV per decade. The drain effect is often quoted instead as the gate-voltage shift at equal current. If the current depends on the saddle potential alone, that is the barrier lowering divided by the gate coupling, $59/0.845\approx70$ mV/V. At the low drain bias of 0.05 V, however, electrons returning from the drain reduce the net current by the factor $1-e^{-0.05/0.02585}=0.855$. Including this adds $V_T\ln(1/0.855)/(0.845\times0.45)\approx11$ mV/V to the shift.

## How far the model can be trusted

The dimensions are roughly those of a scaled thin-body or fin transistor. If the gate stack combines a higher-permittivity oxide with a thin silicon-dioxide layer, a uniform rectangle is a poorer approximation. Real source and drain regions are doped semiconductors, not metal planes touching the gates.

A linear potential across the insulator gap of thickness $t$ removes the jumps and multiplies the lowest mode by $\sin(\pi t/H)/(\pi t/H)=0.917$, which alone would lower the saddle by about 9 mV. A finite-difference solution with this gap and the two permittivities gives a net shift of $-3.8$ mV; the less permittive insulator weakens the gates and acts the other way. Mobile electrons, with Boltzmann statistics, add $-0.8$ mV.

Depletion matters more. For $10^{20}$ donors per cm³, the width $w=\varepsilon E/(eN_D)$ is about 0.6 nm at the source and 1.2 nm at the drain if the donors there are fully depleted. The potential drop $Ew/2$ moves each equivalent electrode plane back by $w/2$; the longer channel lowers the saddle by about 12 mV. This is a low estimate: at the source the drop is only about 25 mV, close to $V_T$, so some electrons remain among the donors. The same surface field then needs a deeper charge layer, which gives a larger drop; the drain estimate is low as well. The contact is also degenerate, with a donor density 3.6 times the band density of states. A one-dimensional self-consistent treatment of both junctions, which includes the mobile electrons, lowers the saddle by about 18 mV with Boltzmann and about 21 mV with Fermi–Dirac statistics. Hard-wall confinement in the film adds $\hbar^2\pi^2/(2mt_{\rm si}^2)\approx11$ meV to the barrier for $m=0.92\,m_e$. This mass belongs to two of the six valleys of a (100) film; the other four have $0.19\,m_e$ and start at 55 meV, and a fin with (110) sidewalls has its lowest level near 33 meV ($m\approx0.315\,m_e$). The bending of the potential across the film, left out of this flat-well formula, adds a few meV more. If these shifts add, the barrier rises by nearly 30 meV on these figures, and the thermal current falls to roughly a third. The depletion and confinement terms are both low estimates, so the real reduction is stronger. Summed over all valleys and subbands of a (100) film, flat-well confinement reduces the thermal current as a barrier rise of about 26 meV would, which already brings the total factor down to about a fifth. Tunnelling near a parabolic barrier top, with mass $0.19\,m_e$, raises the current by about 24%; valleys with the heavy mass along the channel gain only about 4%. These corrections far exceed the numerical error at $N=8$.

The divergent corner field belongs to the touching electrodes. It exceeds a rough breakdown field of 5 MV/cm within roughly 1.3 nm of the drain corners, whereas 1 V across the real 2.5 nm gap gives a mean field of 4 MV/cm. This is uncomfortably close to that limit, and sharp electrode edges can raise the local field beyond it. For a rectangular insulator barrier $U$ without a field across it, the tunnelling probability is roughly $e^{-2\kappa t}$ with $\kappa=\sqrt{2mU}/\hbar$. With the rough values $U=1.5$ eV and $m=0.2\,m_e$ this is about $8\times10^{-7}$; a field across the insulator would raise it. The potential difference between gate and drain, 1.0 V, is an upper bound on the band bending within the silicon. It stays below the 1.12 eV gap of undoped silicon, so band-to-band tunnelling has no energy window in this model. Heavy doping narrows the gap in a real drain and reduces this margin.

## Choosing the setting

- **Barrier height, equal gates, $L\gtrsim H$:** the raw series referred to the gate potential suffices, with a few modes, provided the saddle lies well inside the channel. When the barrier is nearly gone ($A_s\ll A_d$, $L\approx H$) the saddle moves towards the source face and more modes are needed.
- **Potentials or fields at electrodes, or unequal gates:** use jumps together with the bilinear term. Choose $N$ from the $N^{-2}$ estimate on the longer sides, then sample the boundary error. Surface fields converge more slowly, so compare $N$ with $2N$.
- **Jumps without the bilinear term:** avoid this unless the remaining corner values happen to vanish.
- **Quadrature:** the nodes must resolve the highest sine. Double them and see that the last coefficients do not change.
- **A potential ramp across an insulator gap:** there is no jump to subtract. The kink where the ramp ends makes $g''$ a spike, so the coefficients fall as $n^{-2}$ and the boundary error as $1/N$. Corner subtraction does not cure that; the kink would need its own treatment.

The complete figures are in the numerical output below.

## Calculated quantities

```
channel length L = 20.0 nm, film = 6.0 nm
insulator = 2.5 nm per side, rectangle height H = 11.0 nm
relative permittivity: film 11.7, insulator 11.0
gate potential = 0.10 V, source = 0.60 V
drain potential = 1.10 V (drain bias 0.50 V)
temperature = 300 K, thermal voltage = 25.85 mV
corner jumps J1..J4 = [0.5 1.  1.  0.5] V
corner values removed by bilinear term = [-0.7201 -1.0601 -1.0601 -0.7201] V
unequal-electrode test (bottom, top, left, right) = (0.1, 0.3, 0.6, 1.1) V
  N=40 largest interior error = 0.302 uV
  N=40 largest boundary error = 6.307 uV
  coefficient / n^-3 law at n=100,101 = [0.99995 0.99995]
N=8: subtracted boundary error = 0.14883 mV
N=16: subtracted boundary error = 0.03862 mV
N=32: subtracted boundary error = 0.00982 mV
N=32: raw source overshoot = 89.65 mV
N=200: raw source overshoot = 89.49 mV
Gibbs peak factor (2/pi)Si(pi) = 1.17898
centre potential, converged = 0.209332 V
centre error N=3: raw = -0.00024 mV
centre error N=3: subtracted = -0.00872 mV
source mid-face field = 0.8851 MV/cm
raw field N=40, 41 = -0.0240, 1.7942 MV/cm
drain mid-face field = 1.8062 MV/cm
saddle position = 8.769 nm, one-mode = 8.787 nm
saddle potential = 0.20296 V, one-mode = 0.20353 V
barrier seen from source = 0.3970 eV
saddle potential at drain bias 0.05 V = 0.17644 V
drain-induced barrier lowering = 58.93 mV/V
gate coupling = 0.8452, swing = 70.43 mV/decade
finite-difference saddle (step 0.125 nm) = 0.20298 V
shift, real gap and permittivity = -3.8 mV
further shift, mobile electrons = -0.8 mV
saddle with these two effects = 0.1984 V
donor density = 1.0e+20 cm^-3, n_i = 1.0e+10 cm^-3
depletion width source, drain = 0.57, 1.17 nm
shift from contact depletion = -11.9 mV
donor density / band density of states = 3.57
confinement energy (mass 0.92) = 11.4 meV
barrier-top tunnelling (mass 0.19): current +24 %
insulator barrier = 1.5 eV, mass = 0.2
insulator tunnelling probability = 8.1e-07
drain-gate field across real gap = 4.00 MV/cm
rough insulator breakdown field = 5.0 MV/cm
ideal corner exceeds it within r = 1.27 nm
largest band bending = 1.00 eV, silicon gap = 1.12 eV
```
